# Thermal desorption with several traps: what a spectrum can assign

A desorption spectrum of a hydrogen-charged film has been fitted, and the fit returns a trap at 0.43 eV. Should the next anneal be designed to remove the defect with that binding energy? The decision depends on whether another set of traps would fit the same data. Below, a desorption model is first worked by hand in one cell, then stated in general and used to compare rival assignments.

## One cell by hand

Take a film of thickness $L=1000$ nm on a substrate that blocks hydrogen. Let $y$ be the number of hydrogen atoms per lattice site, $\theta$ the filled fraction of a trap, and $B>0$ the energy by which the trap binds hydrogen relative to the lattice. The diffusivity and the surface recombination velocity are

$$D=D_0e^{-E_m/kT},\qquad W=W_0e^{-E_r/kT}.$$

Two atoms must meet to leave as H$_2$, so the outflow is quadratic in the surface occupancy $y_s$. I define $W$ by $F=Wy_s^2$, where $F$ is the flux of atoms divided by the density of lattice sites. $F$ and $W$ are then in nm/s, and the molecular flux is half the atomic flux.

Put all the hydrogen in one cell whose centre lies $L/2$ below the surface. Diffusion over that distance must supply what recombination removes:

$$g(y-y_s)=Wy_s^2,\qquad g=\frac{D}{L/2}=\frac{2D}{L}.$$

The positive root of $Wy_s^2+gy_s-gy=0$ is $y_s=(-g+\sqrt{g^2+4Wgy})/2W$. Multiplying numerator and denominator by $g+\sqrt{g^2+4Wgy}$ gives a form without cancellation:

$$y_s=\frac{2y}{1+\sqrt{1+4Wy/g}}.$$

Now insert $D_0=5\times10^{11}$ nm²/s, $E_m=0.45$ eV, $W_0=5\times10^{12}$ nm/s and $E_r=0.30$ eV. At 452.6 K, $kT=0.0390$ eV, so $D=4.9\times10^6$ nm²/s, $W=2.3\times10^9$ nm/s and $g=9.8\times10^3$ nm/s. A half-filled trap with $B=0.47$ eV is in equilibrium with $y=e^{-B/kT}=5.8\times10^{-6}$ (derived below). Then $4Wy/g\approx5.5$, $y_s\approx3.3\times10^{-6}$ and $F\approx0.025$ nm/s. With 91.0 sites/nm³ this is about 2.3 atoms/(nm² s). The resolved film peaks at 1.73 in the same unit; half filling was a guess, so only the order of magnitude is comparable.

Next, make the trap deeper by $s=0.10$ eV, lower $E_m$ by $s$ and lower $E_r$ by $2s$. With $a=e^{s/kT}\approx13$, the occupancy $y$ falls by the factor $a$, $D$ and $g$ rise by $a$, and $W$ rises by $a^2$. The ratio $Wy/g$ is unchanged, so $y_s$ falls by $a$ as well, and $Wy_s^2$ keeps its value. The outflow cannot tell the two descriptions apart.

## The general model

Let trap type $i$ have $n_i$ sites per lattice site, binding energy $B_i$ and occupancy $\theta_i(x,t)$. The lattice is dilute, $y\ll1$, and the traps are fixed. Hydrogen lost from the lattice either diffuses away or enters traps:

$$\frac{\partial y}{\partial t}+\sum_i n_i\frac{\partial\theta_i}{\partial t}=D\frac{\partial^2y}{\partial x^2}.$$

Capture needs a lattice atom beside an empty trap. With hop length $\lambda$, its rate is taken as $(D/\lambda^2)\,y(1-\theta_i)$. Escape must overcome $E_m+B_i$:

$$\frac{\partial\theta_i}{\partial t}=\frac{D}{\lambda^2}\left[y(1-\theta_i)-e^{-B_i/kT}\theta_i\right].$$

Setting the bracket to zero gives

$$\frac{\theta_i}{1-\theta_i}=y\,e^{B_i/kT},$$

which is the equilibrium used above: $\theta_i=1/2$ means $y=e^{-B_i/kT}$. The conditions at the faces are $\partial y/\partial x=0$ at $x=0$ and $-D\,\partial y/\partial x=Wy_s^2$ at $x=L$. The temperature is uniform in the film, $T=T_0+\beta t$.

For the numerical solution, divide the film into cells of width $h$. The flux from cell $j$ to cell $j+1$ is $D(y_j-y_{j+1})/h$. What leaves one cell enters the next, so the scheme conserves hydrogen. The last cell uses the surface formula above with $g=2D/h$.

The equations are stiff. At the peak $D/\lambda^2\approx8\times10^7$ s⁻¹ for $\lambda=0.25$ nm. With $10^{-3}$ empty trap sites per lattice site, a lattice atom is captured at about $8\times10^4$ s⁻¹, while the ramp lasts 390 s. This capture alone limits a stable explicit Euler step to about twice the inverse rate, $2.6\times10^{-5}$ s. Even at this step the ramp would need of order $10^7$ steps, and its hotter part, where $D$ is larger, requires shorter steps still. An implicit step avoids this limit. Its simplest form, for the state vector $u$ with $\dot u=R(u,t)$, is

$$u_{k+1}=u_k+\Delta t\,R(u_{k+1},t_{k+1}),$$

solved by Newton iteration; backward differentiation formulas of higher order work in the same way. If each cell's $y$ and its $m$ trap occupancies are stored together, a variable couples to others at most $m+1$ places away. The Newton matrix is then banded and cheap to factor.

## Two limits that check the solver

**Diffusion control.** Let exchange be fast and all traps nearly empty. Then $\theta_i=ye^{B_i/kT}$, and at constant temperature the balance becomes

$$S\frac{\partial y}{\partial t}=D\frac{\partial^2y}{\partial x^2},\qquad S=1+\sum_i n_ie^{B_i/kT}.$$

Traps therefore reduce the diffusivity to $D/S$. If recombination is so fast that $y_s=0$, the modes that satisfy both face conditions are $\cos(q_kx)$ with $q_k=(2k+1)\pi/2L$. A uniform initial profile has coefficients $4(-1)^k/[(2k+1)\pi]$, and the mean of each mode over the film is $2(-1)^k/[(2k+1)\pi]$. Their product gives the remaining fraction

$$\sum_{k\ge0}\frac{8}{(2k+1)^2\pi^2}\,e^{-q_k^2Dt/S}.$$

For one trap with $B=0.5$ eV and $n=10^{-3}$ at 500 K, $S=110.6$. After 2.28 s the series gives 0.3868 and the simulation 0.3869.

**Surface control.** Without traps and with fast diffusion, $y$ is uniform and $L\,dy/dt=-Wy^2$. Integrating $-dy/y^2=(W/L)\,dt$ gives

$$\frac{y(t)}{y(0)}=\frac{1}{1+Wy(0)t/L}.$$

For $W=10^5$ nm/s, $y(0)=10^{-4}$ and $t=200$ s, $Wy(0)t/L=2$ and the law gives 1/3. The simulation gives 0.3334.

## First ambiguity: a shift of all energies

Apply the one-cell shift to the whole model:

$$B_i\to B_i+s,\quad E_m\to E_m-s,\quad E_r\to E_r-2s,\quad y\to y/a,\quad a=e^{s/kT}.$$

The diffusivity becomes $aD$. In the trap equation the new right-hand side is

$$\frac{aD}{\lambda^2}\left[\frac ya(1-\theta_i)-\frac{e^{-B_i/kT}}{a}\theta_i\right],$$

which is the old one. Since $a$ does not depend on $x$, the diffusion term is $aD\,\partial_x^2(y/a)=D\,\partial_x^2y$. The outflow is $a^2W(y_s/a)^2=Wy_s^2$. One term does change, the lattice storage $\partial y/\partial t$. If it is dropped, every $\theta_i(x,t)$ and the outflow are unchanged, at any filling, exchange speed and heating rate. Such data can then fix at most the combinations $E_m+B_i$ and $E_r+2B_i$, but not $B_i$ itself. Independent knowledge of $D$ or of $W$ fixes $s$.

The example film has traps at 0.45, 0.49 and 0.62 eV, with $10^{-3}$, $10^{-3}$ and $5\times10^{-4}$ sites per lattice site. It starts at 300 K with $y=10^{-6}$ and the traps in equilibrium with the lattice, and is heated at 1 K/s to 690 K. All fits below use this same initial $y$. Its lattice holds at most 1.1 % of the remaining hydrogen until 99 % has been released. A shift of $s=0.10$ eV changes the spectrum by at most 0.65 % of the peak. With the storage term multiplied by 0.1 the change is 0.070 %, smaller by a factor of 9.3; a response linear in storage would give 10. This confirms that lattice storage breaks the symmetry. Heating at 0.1 K/s moves the peak to 419 K, yet the two descriptions still differ by only 0.21 % of that peak. If $E_r$ is left unshifted, the spectrum changes by 57 % of the peak, so in this film the surface must take part in the shift. Its part would fade if recombination were so fast that diffusion alone limited the outflow.

## Second ambiguity: what the isotherm hides

Now suppose that $D$ and $W$ are known. When exchange is fast, each trap follows its equilibrium, and the balance becomes

$$\frac{\partial}{\partial t}\left[y+q(y,T)\right]=D\frac{\partial^2y}{\partial x^2},\qquad q=\sum_i n_i\theta_i.$$

The traps enter through the isotherm $q$ alone. By the chain rule this is

$$\left(1+\frac{\partial q}{\partial y}\right)\frac{\partial y}{\partial t}+\beta\frac{\partial q}{\partial T}=D\frac{\partial^2y}{\partial x^2}.$$

Solved separately for the example, it agrees with the full kinetics to 0.03 % of the peak. Two trap sets with nearly equal isotherms should therefore give nearly equal spectra.

To find such sets, consider a group of traps with weights $w_j$ and energies $\bar B+d_j$, where $\bar B$ is the group's mean energy. Define $f(u)=1/(1+e^{-u})$ and $u=\ln y+\bar B/kT$. The filled fraction of the group is

$$\sum_jw_jf\!\left(u+\frac{d_j}{kT}\right)=f(u)+\frac{f''(u)}{2(kT)^2}\sum_jw_jd_j^2+\frac{f'''(u)}{6(kT)^3}\sum_jw_jd_j^3+\dots$$

The linear term vanishes because $\sum_jw_jd_j=0$. Two groups with the same density, mean and variance thus first differ in the cubic term.

Here are two such groups. The true shallow group is 50/50 at 0.45 and 0.49 eV, with mean 0.47 eV and variance $0.02^2=4\times10^{-4}$ eV². A rival is 20/80 at 0.43 and 0.48 eV:

$$0.2(0.43)+0.8(0.48)=0.47,\qquad 0.2(0.04)^2+0.8(0.01)^2=4\times10^{-4}.$$

Its mirror image, 80/20 at 0.46 and 0.51 eV, matches too. The minority trap lies below the mean in one rival and above it in the other.

The difference can be bounded. From $f'=f(1-f)$ follow $f''=f'(1-2f)$ and

$$f'''=f'(1-2f)^2-2f'^2=p(1-6p),\qquad p=f',\quad 0<p\le\tfrac14,$$

because $(1-2f)^2=1-4p$. The extreme values are $1/24$ at $p=1/12$ and $-1/8$ at $p=1/4$, so $|f'''|\le1/8$. Taylor's remainder after the quadratic term is then at most $|d_j|^3/[48(kT)^3]$ for each trap. Adding the remainders of groups $a$ and $b$ gives

$$|\Delta\theta|\le\frac{M_a+M_b}{48(kT)^3},\qquad M=\sum_jw_j|d_j|^3.$$

For the true group $M=8\times10^{-6}$ eV³ and for either rival $1.36\times10^{-5}$ eV³. At 452.6 K the bound is 0.0076; the largest difference found is 0.0039. A single merged trap at 0.47 eV matches the mean but not the variance, and it differs by 0.0124. The powers of $1/kT$ show where the argument weakens: at low temperature, or for widely split energies, the groups become distinguishable.

## Fitting synthetic data

The spectrum of the true film has one maximum. The deep trap shows only as a tail, with 28 % of the peak flux left at 550 K. I sampled the spectrum at 79 temperatures and added Gaussian noise with standard deviation $\sigma$ equal to 3 % of the peak. The same grid served for data and fits, so that the comparison isolates the trap assignment; refining it threefold changes the spectrum by 0.01 % of the peak.

Each hypothesis holds the weights and splitting of the shallow group fixed. Four numbers $p$ are fitted: the density and mean energy of the group, and the density and energy of the deep trap. $D$ and $W$ keep their true values. For data $z$, model $m(p)$ and residual $r=z-m(p)$, replace $m(p+\Delta)$ by $m(p)+J\Delta$, where $J$ is the matrix of derivatives. Setting the derivative of $|r-J\Delta|^2$ with respect to $\Delta$ to zero gives

$$J^TJ\,\Delta=J^Tr.$$

Update $p$ by $\Delta$ and repeat. Because every start lies close to its solution, $J$ is computed once by finite differences and kept. When the residual does not vanish, a fixed $J$ stops slightly short of the true minimum; for the merged group below, the noise-free misfit of 6.1 falls to about 6.0 if $J$ is updated. The quality measure is $\chi^2=|r|^2/\sigma^2$.

| Shallow group | Fitted energies (eV) | $\chi^2$, noisy | $\chi^2$, noise-free |
|---|---|---|---|
| 50/50 (true) | 0.452, 0.492, 0.624 | 53.0 | 0.0 |
| 20/80 | 0.431, 0.481, 0.622 | 53.9 | 0.4 |
| 80/20 | 0.463, 0.513, 0.624 | 52.7 | 0.7 |
| merged | 0.470, 0.614 | 56.2 | 6.1 |

The last column comes from fits to data without noise, still divided by $\sigma^2$, and measures the systematic misfit. With 75 degrees of freedom, $\chi^2$ has mean 75 and standard deviation $\sqrt{150}\approx12$, so this noise sample is on the low side for all four hypotheses. The differences between them carry the comparison. The 80/20 rival fits slightly better than the truth. Even the number of traps is open, since the merged group is worse by only 3.3 in this noise sample. Over many samples that gap would average about 6, the noise-free misfit, with a scatter of about $2\sqrt6\approx5$, so some samples would reject the merged group and most would not.

Take a noise-free misfit of 9 as the convention for telling hypotheses apart. The misfit scales as $1/\sigma^2$, so the 20/80 rival needs noise of $3\,\%\times\sqrt{0.375/9}=0.6\,\%$ of the peak. The 80/20 rival needs 0.8 % and the merged group roughly 2.5 %. These figures hold for this sampling and for known $D$ and $W$.

The assignment matters less for a prediction that depends on the same isotherm. For one day at 350 K, the four noise-free fits predict losses of about 47 % of the hydrogen, within a few tenths of a point of one another. The noise matters more than the hypothesis: the fits to the noisy data all give about 46 %. In this example the fit can support a storage estimate to within about a point under any of the four hypotheses, provided the traps stay fixed during the hold. It cannot justify an anneal aimed at a 0.43 eV defect, and measuring the total loss in that hold would hardly help to identify one.

## Beside a real film

The parameters are rough values in the regime of hydrogen in a defect-rich cobalt film, not measured trap data. The trap densities are high compared with well-annealed metal. With the rough solution data given next, the initial $y=10^{-6}$ at 300 K corresponds to an H$_2$ fugacity of about 2000 bar, so the example stands for strong charging, such as electrochemical charging, and not for equilibrium with gas at 1 bar. The surface is far from clean: with a rough heat of solution of 0.30 eV and a rough entropy of solution of $-6k$ per atom, relative to H$_2$ at 1 bar, the chosen $W$ implies a sticking probability near $10^{-11}$ at the peak, hence a strongly passivated surface. On a clean surface $y_s$ would approach zero, and the one-cell outflow would rise from $0.025$ to $gy\approx0.057$ nm/s at the same filling. A 20 % larger diffusivity, a rough allowance for anisotropy, lowers the peak temperature by 1.8 K. Tunnelling would raise the hop rate by a factor of roughly 1.3 at the peak, an effect of similar size. Re-uptake from $10^{-6}$ Torr of hydrogen is negligible, about $2\times10^{-10}$ of the peak outflow. The ramp ends close to the temperature, roughly 700 K, of cobalt's hcp–fcc transition.

One assumption clearly at risk is that traps stay fixed. With a rough migration energy of 0.70 eV, a bare vacancy would travel about 700 nm by the time of the peak, comparable with the film thickness, and about 3000 nm in the one-day hold at 350 K, so the storage estimate above does not apply to traps this mobile. If the shallow traps were such vacancies, many could reach a surface or another sink during the ramp, and a fitted density could be wrong by an amount comparable with itself. The model therefore suits traps that survive the heating, which a second charging and ramp of the same film can check. The full numerical output follows.

## Calculated quantities

```
Film 1000 nm, site density 91.0 nm^-3, hop length 0.25 nm
D0 5.0e+11 nm^2/s, E_m 0.45 eV; W0 5.0e+12 nm/s, E_r 0.3 eV
Ramp 300-690 K at 1 K/s; initial y 1e-06; cells 30
True binding (eV): [0.45 0.49 0.62]  sites per lattice site: [0.001  0.001  0.0005]
Diffusion limit at 500 K: slowdown 110.6, time 2.28 s
  fraction left: simulated 0.3869, series 0.3868
Surface limit, fraction left: 0.3334, law 0.3333
Initial inventory 224.5 atoms/nm^2
Main peak 452.6 K, flux 1.731 atoms/(nm^2 s) = 1.73e+14 atoms/(cm^2 s)
Local maxima of the spectrum (K): [453]
Flux/peak at 400,450,500,550,600 K: 0.542 0.998 0.595 0.279 0.062
Mass balance error 0.000 %; grid error 0.01 % of peak
Full kinetics minus isotherm model: 0.0275 % of peak
Energy shift 0.10 eV: largest change 0.653 % of peak
  with lattice storage x0.1: 0.0700 %, ratio 9.33
  at 0.1 K/s: 0.209 % (peak 419.2 K)
  control with E_r not shifted: 57.3 % of peak
Isotherm differences from the true group at 452.6 K, per group site:
  rival 20/80: 0.00392, bound 0.00758
  rival 80/20: 0.00392, bound 0.00758
  merged: 0.01238
Synthetic data: 79 points, noise 3 % of peak, 75 degrees of freedom
true 50/50: chi2 52.95, noise-free misfit chi2 0.000
  fitted eV: [0.4524 0.4924 0.6238]  sites/1e-3: [0.986 0.986 0.494]
rival 20/80: chi2 53.94, noise-free misfit chi2 0.375
  fitted eV: [0.4309 0.4809 0.6221]  sites/1e-3: [0.393 1.571 0.509]
  noise for misfit chi2 = 9: 0.61 % of peak
rival 80/20: chi2 52.73, noise-free misfit chi2 0.698
  fitted eV: [0.4633 0.5133 0.6235]  sites/1e-3: [1.577 0.394 0.488]
  noise for misfit chi2 = 9: 0.84 % of peak
merged: chi2 56.24, noise-free misfit chi2 6.071
  fitted eV: [0.4699 0.6143]  sites/1e-3: [1.879 0.567]
  noise for misfit chi2 = 9: 2.46 % of peak
Loss in 1 day at 350 K, noise-free fits (%): true 50/50 47.08, rival 20/80 46.99, rival 80/20 47.23, merged 47.19
Largest lattice occupancy 8.8e-06; lattice share of inventory 1.07 % (until 99 % released)
Diffusivity +20 % (anisotropy, rough): peak moves -1.75 K
Wigner factor, 0.1 eV quantum (rough): 1.62 at 300 K, 1.27 at peak
Solution heat 0.3 eV, entropy -6.0 k (rough): y at 1 bar 1.1e-06 at peak
Re-uptake at 1e-6 Torr / peak outflow: 2.1e-10
Implied sticking at peak 1.5e-11, barrier 0.90 eV, prefactor 0.16
Bare vacancy (0.70 eV, 1e13/s, rough): path 675 nm by the peak
Ramp end below rough hcp-fcc transition (695 K) by 5 K
```
